# Mean Energy of Dilute Carriers in a Gaussian Density of States

## Problem

A disordered dielectric film holds its carriers in localized levels whose energies are spread as a Gaussian of width $\sigma=0.10$ eV. The temperature is 300 K, the carriers are in thermal equilibrium, and they are nondegenerate. Show that their mean energy lies 0.387 eV below the centre of the Gaussian.

Energies $E$ are electron energies, measured upward from the centre. For holes the axis is reversed. With $N$ levels per unit volume, the density of states is

$$g(E)=\frac{N}{\sigma\sqrt{2\pi}}\,e^{-E^2/2\sigma^2}.$$

Each level takes at most one carrier, carriers do not interact, and the applied field is negligible.

## Hints

1. The mean runs over carriers, not over levels. Which weight does each energy carry?
2. In the nondegenerate limit the Fermi level enters that weight as a constant factor. What happens to it in a mean?
3. The exponent of the weight is quadratic in $E$. Complete the square and read off the new centre.

## Solution

**The weight.** A level at energy $E$ is occupied with the Fermi–Dirac probability

$$f(E)=\frac{1}{1+e^{(E-E_F)/kT}},$$

where $E_F$ is the Fermi level. The number of carriers per unit energy is $g f$, so

$$\langle E\rangle=\frac{\int E\,g(E)f(E)\,dE}{\int g(E)f(E)\,dE}.$$

Nondegenerate means that $f\ll1$ at the energies where nearly all carriers sit. The exponential in the denominator of $f$ is then much larger than one, and

$$f(E)\approx f_B(E)=e^{E_F/kT}\,e^{-E/kT}.$$

The factor $e^{E_F/kT}$ does not depend on $E$ and cancels between numerator and denominator. So do $N$ and the prefactor of $g$. In this limit the mean does not depend on the carrier density.

**The square.** What remains is the weight $e^{-E^2/2\sigma^2-E/kT}$. Take $-1/2\sigma^2$ out of the exponent, then add and subtract $(\sigma^2/kT)^2$:

$$-\frac{E^2}{2\sigma^2}-\frac{E}{kT}
=-\frac{1}{2\sigma^2}\left(E^2+\frac{2\sigma^2}{kT}E\right)
=-\frac{1}{2\sigma^2}\left(E+\frac{\sigma^2}{kT}\right)^2+\frac{\sigma^2}{2(kT)^2}.$$

The last term is a constant. The occupied distribution is therefore a Gaussian of the same width $\sigma$, moved down by $\sigma^2/kT$.

**The mean.** Put $u=E+\sigma^2/kT$. Then

$$\langle E\rangle=\frac{\int_{-\infty}^{\infty}\left(u-\sigma^2/kT\right)e^{-u^2/2\sigma^2}du}{\int_{-\infty}^{\infty}e^{-u^2/2\sigma^2}du}=-\frac{\sigma^2}{kT},$$

because the term odd in $u$ integrates to zero.

**The number.** At 300 K, $kT=0.025852$ eV, so

$$\langle E\rangle=-\frac{(0.10\ \text{eV})^2}{0.025852\ \text{eV}}=-0.387\ \text{eV}.$$

### What the result means

The Boltzmann factor favours deep levels, and the Gaussian makes them rare. With $s=\sigma/kT=3.868$, the mean is $-s\sigma$: the balance is struck almost four widths below the centre. Only a fraction $5.5\times10^{-5}$ of the levels lie deeper than that. The result thus rests on the far tail of the density of states.

When $\sigma\ll kT$, the ratio $s$ is small and the mean is a small fraction of $\sigma$, because all levels are then almost equally likely to be occupied. On cooling, the formula sends the mean to $-\infty$. That limit is false at fixed density: the lowest levels fill up, $f$ becomes a step, and the mean tends to the average energy of the filled levels.

The depth also appears in a temperature slope. Since $\int g\,e^{-E/kT}dE=N e^{s^2/2}$, the carrier density is $n=N e^{E_F/kT+s^2/2}$. The occupation of a level at the centre is then

$$f_B(0)=e^{E_F/kT}=\frac nN\,e^{-\sigma^2/2(kT)^2}.$$

At fixed $n$, the derivative of $-\ln f_B(0)$ with respect to $1/kT$ is $\sigma^2/kT$. If leakage were carried by levels at the centre with a temperature-independent mobility, its local activation energy would equal the depth of the mean, 0.387 eV at 300 K. Hopping through lower levels would change this, so the depth should not be read as a measured activation energy.

### A low-k film

Take a polymeric low-k film 100 nm thick with relative permittivity 2.7 and $N=10^{21}$ cm$^{-3}$. The permittivity is typical of such films. The width and site density are rough values of the size used for disordered organic solids; for a good insulator they are poorly known. The carrier density, $n=10^{13}$ cm$^{-3}$, is a choice. The field, 0.01 MV/cm, is deliberately low: it puts 0.1 V across the film, while leakage is often measured near 1 MV/cm.

Real films can depart from the model in several ways. Each is taken alone here, with the other parameters held fixed.

- **Width.** For $\sigma=0.09$ eV the nondegenerate mean is $-0.313$ eV, and for 0.11 eV it is $-0.468$ eV; at $n=10^{13}$ cm$^{-3}$ the filling of deep levels treated in Variation 1 raises the latter to $-0.463$ eV. A 10% change in the width thus moves the mean by about 20%, because the mean scales as $\sigma^2$. The three digits of 0.387 belong to the stated inputs; for a real film whose width is poorly known, even the first is uncertain.
- **Temperature.** At 398 K the mean rises to $-0.292$ eV.
- **Field.** The site spacing is $N^{-1/3}=1$ nm. Over that distance the energy drops by 1 meV at 0.01 MV/cm, which is small beside $kT=26$ meV. At 1 MV/cm it drops by 100 meV, and an equilibrium mean can no longer be relied on.
- **Interaction.** At the mean spacing $n^{-1/3}=464$ nm, the Coulomb energy of two carriers is about 1 meV. This spacing exceeds the film thickness, so the figure is only a scale.
- **Time.** Equilibration requires carriers to leave deep levels. Assume an attempt rate of $10^{12}$ s$^{-1}$, a tunnelling factor $e^{-10}$, and a climb from the mean to the centre, which costs a factor $e^{-s^2}$ with $s^2=14.96$. On these assumptions a carrier in a level at the mean waits about $e^{10+14.96}/(10^{12}\ \text{s}^{-1})\approx0.07$ s before it escapes. This overstates the wait in a hopping system, where the carrier has several neighbours and some of them lie below the centre: for Miller–Abrahams hopping on a 1 nm cubic lattice with the same rates, the time spent on such a level is typically a few milliseconds. Equilibration takes longer than escape from a level at the mean, because a released carrier usually falls into a shallower level and needs many attempts to find one of the rare deep ones. The waiting time is a rough scale that depends exponentially on the assumptions; a measurement that is not much slower could find carriers that have not yet settled.

Injected charge and the shape of the tail are treated in the variations.

## Variation 1: how dilute is nondegenerate?

*Find the sign of the error made by Boltzmann statistics, bound it, and evaluate it for the film.*

From the definitions, $f=f_B/(1+f_B)$ and $1-f=1/(1+f_B)$, so $f=f_B(1-f)$. The true mean is therefore a Boltzmann average with the extra weight $1-f$. Write $\langle\cdot\rangle_B$ for an average with weight $g f_B$. The shift of the mean is

$$\Delta=\frac{\langle E(1-f)\rangle_B}{\langle1-f\rangle_B}-\langle E\rangle_B
=\frac{\langle E\rangle_B\langle f\rangle_B-\langle Ef\rangle_B}{1-\langle f\rangle_B}.$$

The numerator is minus the covariance of $E$ and $f$. Since $f$ falls as $E$ rises, this covariance is negative and $\Delta>0$. Exclusion raises the mean, because it removes the excess carriers that Boltzmann statistics places in deep levels.

For a bound, the Cauchy–Schwarz inequality limits the size of the covariance to the product of the standard deviations of $E$ and $f$. The first is $\sigma$. The second is at most $\sqrt{\langle f^2\rangle_B}\le\sqrt{\langle f\rangle_B}$, because $0\le f\le1$. Since $f\le f_B$ as well,

$$\langle f\rangle_B\le\langle f_B\rangle_B
=e^{E_F/kT}\frac{\int g\,e^{-2E/kT}dE}{\int g\,e^{-E/kT}dE}
=e^{E_F/kT}\frac{e^{2s^2}}{e^{s^2/2}}
=e^{E_F/kT+3s^2/2}\equiv\delta.$$

The integral with $2/kT$ follows from the earlier one by replacing $s$ with $2s$. Hence, for $\delta<1$,

$$0<\Delta\le\frac{\sigma\sqrt\delta}{1-\delta}.$$

For the film, $n/N=10^{-8}$. The Boltzmann relation for $n$ gives

$$E_F=kT\ln\frac nN-\frac{\sigma^2}{2kT}=-0.476-0.193\approx-0.670\ \text{eV}.$$

Solving $n=\int g f\,dE$ numerically with the full $f$ gives nearly the same Fermi level, and $\delta=0.032$. The bound is 18 meV. Numerical integration gives the shift itself as 1.4 meV, so the mean is $-0.385$ eV instead of $-0.387$ eV. The Fermi level lies 2.8 widths below the Boltzmann mean, and few carriers are found that deep.

A small $n/N$ is not enough by itself. Suppose injection adds charge comparable with that on the plates of a capacitor. Spread through the thickness $L$, this charge has density

$$n=\frac{\varepsilon_0\varepsilon_r F}{eL},$$

where $F$ is the field and $e$ the elementary charge. The table uses full statistics at these densities, but leaves out the field's own effect on the occupation and the interaction between carriers. The interaction is not small in the second row: at the mean carrier spacing of 19 nm, the Coulomb energy of two carriers is about 28 meV, close to $kT$. The table therefore shows the effect of exclusion alone.

| $F$ (MV/cm) | $n$ (cm$^{-3}$) | $E_F$ (eV) | Mean (eV) |
|---|---|---|---|
| 0.01 | $1.5\times10^{15}$ | $-0.538$ | $-0.371$ |
| 1 | $1.5\times10^{17}$ | $-0.407$ | $-0.324$ |

In the second row only about one level in seven thousand is occupied, yet the mean is 62 meV above the Boltzmann value. The Fermi level has come within 0.02 eV of $-\sigma^2/kT$, where Boltzmann statistics would put the middle of the carrier distribution. When $\sigma$ is several times $kT$, as here, the useful condition is that $E_F$ lie several $\sigma$ below $-\sigma^2/kT$; lying below the centre is not sufficient. When $\sigma\ll kT$, all levels have nearly the same occupation, and $E_F$ must instead lie several $kT$ below the centre.

## Variation 2: a tail that ends

*Suppose that there are no levels below $E_c=-0.50$ eV. Find the mean in the nondegenerate limit.*

The occupied Gaussian is unchanged above $E_c$ and absent below it. Let $x=(E+\sigma^2/kT)/\sigma$, let $\varphi(x)=e^{-x^2/2}/\sqrt{2\pi}$, and let $\Phi$ be its cumulative integral from $-\infty$. The cut lies at

$$a=\frac{E_c+\sigma^2/kT}{\sigma}=\frac{-0.500+0.387}{0.10}=-1.13.$$

Since $E=-\sigma^2/kT+\sigma x$ and $x\varphi=-d\varphi/dx$,

$$\langle E\rangle=-\frac{\sigma^2}{kT}+\sigma\,\frac{\int_a^\infty x\varphi\,dx}{\int_a^\infty\varphi\,dx}
=-\frac{\sigma^2}{kT}+\sigma\,\frac{\varphi(a)}{1-\Phi(a)}.$$

The last fraction is 0.241, so the mean rises by 24 meV to $-0.363$ eV. As $E_c\to-\infty$, $\varphi(a)\to0$ and the original result returns.

The cut is five widths from the centre of the levels but only 1.13 widths from the centre of the carriers. A Gaussian that describes the bulk of the levels well can therefore still give the wrong mean carrier energy. Extra traps well below the mean, such as those a chemical defect can introduce, would act in the opposite direction and lower it.

Numbers in the example were calculated in double precision.
